\section*{Thermal relaxation added by hand to a high-temperature Redfield equation}

\section{The argument under review}

The manuscript treats two equivalent protons prepared in their singlet state and asks how magnetization along the field then appears. Its argument has three steps. A Redfield generator $\Gamma$ with a classical lattice drives the density matrix $\rho$ to the fully mixed state $1/N$. The sample must instead reach $\rho_{\rm eq}$. The author therefore writes
\begin{equation}
\dot\rho=\Gamma(\rho-\rho_{\rm eq}), \label{hand}
\end{equation}
and argues that, since the relaxation rates and the final state are both right, the equation holds from any initial state. It follows in the manuscript that the magnetization grows with the ordinary time $T_1$.

The question is whether correct rates and a correct stationary state are enough to fix the evolution in between. I examine it with the manuscript's own spin system.

\section{The high-temperature generator}

Let $H_0=-\hbar\omega_0 I_z$, with dimensionless spin operators and $I_z=I_{1z}+I_{2z}$. The scalar coupling is neglected. I work in the interaction frame. The dipolar coupling along the unit vector $\mathbf n$ joining the spins is
\begin{equation}
\frac{H_{\rm D}}{\hbar}=b\,[3(\mathbf I_1\!\cdot\!\mathbf n)(\mathbf I_2\!\cdot\!\mathbf n)-\mathbf I_1\!\cdot\!\mathbf I_2]
=\sqrt6\,b\sum_{m=-2}^{2}c_m(t)\,T_m ,
\end{equation}
where $b=-\mu_0\gamma^2\hbar/(4\pi r^3)$, $T_0=(3I_{1z}I_{2z}-\mathbf I_1\!\cdot\!\mathbf I_2)/\sqrt6$, $T_{\pm1}=\mp\frac12(I_{1\pm}I_{2z}+I_{1z}I_{2\pm})$ and $T_{\pm2}=\frac12I_{1\pm}I_{2\pm}$. For isotropic motion with one correlation time $\tau$,
\begin{equation}
\langle c_m^*(t)c_{m'}(t-s)\rangle=\tfrac15\delta_{mm'}e^{-s/\tau}.
\end{equation}

For weak coupling and short $\tau$, the second-order equation is
\begin{equation}
\dot\rho=-\frac1{\hbar^2}\int_0^\infty ds\,\langle[H_{\rm D}(t),[H_{\rm D}(t-s),\rho]]\rangle .
\end{equation}
Since $[I_z,T_m]=mT_m$, the interaction frame gives $T_m(t)=e^{-im\omega_0t}T_m$. Writing the first factor as $H_{\rm D}^\dagger$, each term acquires the phase $e^{im\omega_0s}$. The real part of the time integral is $J(m\omega_0)$, with $J(\omega)=\tau/(1+\omega^2\tau^2)$. The imaginary part gives small frequency shifts, which are dropped. Hence
\begin{equation}
\Gamma\rho=-\sum_m k_m[T_m^\dagger,[T_m,\rho]],\qquad k_m=\tfrac65b^2J(m\omega_0). \label{gamma}
\end{equation}

I also include independent random fields at the two spins, with the same $\tau$ and rms value $B$ (in rad/s) per Cartesian component. They add terms of the same form, with operators $I_{jz}$ and $I_{j\pm}/\sqrt2$ and coefficients $B^2J(m\omega_0)$. Below, $T_m$ stands for any of these operators where a general statement is made.

Expanding the double commutator gives
\begin{equation}
-[T^\dagger,[T,\rho]]=T\rho T^\dagger+T^\dagger\rho T-T^\dagger T\rho-\rho TT^\dagger .
\end{equation}
The operators for $m$ and $-m$ are adjoints up to a sign and have equal $k$. Relabelling $m\to-m$ in the second and fourth terms yields
\begin{equation}
\Gamma\rho=\sum_m2k_m\left(T_m\rho T_m^\dagger-\tfrac12\{T_m^\dagger T_m,\rho\}\right).
\end{equation}
This is a Lindblad generator. It preserves positivity, so any unphysical state produced by (\ref{hand}) must come from the added term.

\section{What an equilibrium lattice requires}

The jump $T_m$ lowers the spin energy by $m\hbar\omega_0$, which the lattice absorbs. Let $F_m$ be the lattice operator multiplying $T_m$. The golden-rule rate sums $p_n|\langle k|F_m|n\rangle|^2$ over lattice states with $E_k-E_n=m\hbar\omega_0$. The reverse jump has the same matrix elements but the weight $p_k=p_ne^{-mx}$, where $x=\hbar\omega_0/k_BT$. Opposite jumps therefore have rate ratio $e^{mx}$. A generator with this property is
\begin{equation}
L_x\rho=\sum_m2k_me^{mx/2}\left(T_m\rho T_m^\dagger-\tfrac12\{T_m^\dagger T_m,\rho\}\right). \label{lind}
\end{equation}
The ratio leaves free a common factor even in $mx$. If it is smooth and tends to one at $x=0$, it changes the rates only at order $x^2$.

To see that $\rho_{\rm eq}\propto e^{xI_z}$ is stationary, use $T_m\rho_{\rm eq}=e^{-mx}\rho_{\rm eq}T_m$. The gain term becomes
\begin{equation}
\sum_m2k_me^{-mx/2}\rho_{\rm eq}T_mT_m^\dagger=\sum_m2k_me^{mx/2}\rho_{\rm eq}T_m^\dagger T_m,
\end{equation}
after $m\to-m$. Since $T_m^\dagger T_m$ commutes with $\rho_{\rm eq}$, this cancels the loss term.

\section{Where the replacement is justified}

Write $L_x=\Gamma+xL_1+O(x^2)$ and $\rho_{\rm eq}=(1+xI_z)/N+O(x^2)$. Because $\Gamma1=0$, the condition $L_x\rho_{\rm eq}=0$ gives at first order
\begin{equation}
-\Gamma\rho_{\rm eq}=xL_1(1/N)+O(x^2).
\end{equation}
The term added by hand is thus the thermal correction evaluated at the fully mixed state, whatever the actual state is. Subtracting the two equations of motion,
\begin{equation}
L_x\rho-\Gamma(\rho-\rho_{\rm eq})=xL_1(\rho-1/N)+O(x^2). \label{error}
\end{equation}

If $\rho-1/N$ is of order $x$, the error is of order $x^2$, while the signal is of order $x$. Because $L_x\rho_{\rm eq}=0$, the error is exactly $(L_x-\Gamma)(\rho-\rho_{\rm eq})$, and because $\rho_{\rm eq}-1/N$ is itself of order $x$, closeness to the mixed state and closeness to equilibrium are the same condition at this order. The departure from equilibrium may be comparable with the equilibrium polarization, provided it remains of order $x$. An inverted state $\propto e^{-xI_z}$ is a useful control. For the proton pair below, the largest matrix-element error at the three times tested, up to $3T_1$, is $3.5\times10^{-6}$ of the equilibrium polarization.

A single spin-$\frac12$ in a random field is a special case. With $w=B^2J(\omega_0)$, the rate to the lower level is $we^{x/2}$ and the reverse rate is $we^{-x/2}$. The population difference $M=p_\uparrow-p_\downarrow$ obeys
\begin{align}
\dot M&=2\left[we^{x/2}\tfrac{1-M}{2}-we^{-x/2}\tfrac{1+M}{2}\right]\nonumber\\
&=-2w\cosh(x/2)\,[M-\tanh(x/2)].
\end{align}
For these populations the inhomogeneous form holds from any initial state, because the thermal source depends only on $p_\uparrow+p_\downarrow=1$. Its rate is $2w\cosh(x/2)$, which differs from the rate $2w$ of $\Gamma$ only at order $x^2$. With more than two levels, the source can depend on how the population is distributed, as the dipolar mechanism shows below.

\section{The singlet as a counterexample}

Take the dipolar mechanism alone. Its $\Gamma$ conserves the singlet population, so it does not drive every state to $1/N$ as the manuscript assumes. The random fields added in the following sections restore that assumption, and the error remains. In the singlet, $\mathbf I_2|S\rangle=-\mathbf I_1|S\rangle$, so
\begin{equation}
[3(\mathbf I_1\!\cdot\!\mathbf n)(\mathbf I_2\!\cdot\!\mathbf n)-\mathbf I_1\!\cdot\!\mathbf I_2]|S\rangle
=\left(-\tfrac34+\tfrac34\right)|S\rangle=0
\end{equation}
for every $\mathbf n$. Since also $H_0|S\rangle=0$, no lattice can move the singlet through this coupling, at any temperature or coupling strength. Equation (\ref{lind}) respects this, because each dipolar $T_m$ annihilates $|S\rangle$.

Now apply (\ref{hand}). The matrix elements $|\langle T_+|T_1|T_0\rangle|^2=\frac18$ and $|\langle T_+|T_2|T_-\rangle|^2=\frac14$ give the triplet rates
\begin{equation}
W_1=\tfrac{3}{10}b^2J(\omega_0),\qquad W_2=\tfrac35b^2J(2\omega_0),
\end{equation}
for neighbouring levels and for $T_+\leftrightarrow T_-$. With $\delta_a=p_a-p_a^{\rm eq}$,
\begin{align}
\dot\delta_+&=W_1(\delta_0-\delta_+)+W_2(\delta_--\delta_+),\nonumber\\
\dot\delta_-&=W_1(\delta_0-\delta_-)+W_2(\delta_+-\delta_-).
\end{align}
Subtraction shows that $\delta_+-\delta_-$ decays at the rate
\begin{equation}
\frac1{T_{1{\rm d}}}=W_1+2W_2=\tfrac3{10}b^2[J(\omega_0)+4J(2\omega_0)].
\end{equation}
Let $P=p_+-p_-$. Its equilibrium value is $P_{\rm eq}=2\sinh x/(2+2\cosh x)=\tanh(x/2)$. Starting from the singlet,
\begin{equation}
P=P_{\rm eq}(1-e^{-t/T_{1{\rm d}}}),\qquad p_++p_0+p_-=0.
\end{equation}
The second relation holds because the dipolar rates conserve the total triplet population. The equilibrium populations differ from $\frac14$ by $\pm x/4$ for $T_\pm$ and by $O(x^2)$ for $T_0$, so $p_0=O(x^2)$ and
\begin{equation}
p_-=-\frac x4(1-e^{-t/T_{1{\rm d}}})+O(x^2).
\end{equation}
Equation (\ref{hand}) moves population from $T_-$ to $T_+$ although neither level contains any.

For a model pair with $r=0.2$~nm at 10~T and 300~K, $x=6.81\times10^{-5}$. With $\tau=20$~ps, $T_{1{\rm d}}=3.78$~s. After one $T_{1{\rm d}}$ the formula gives $p_-=-1.703\times10^{-5}\times0.632=-1.08\times10^{-5}$, as the full matrix evolution does.

At long times the $\delta_a$ become equal within the triplet, which gives for any $x$
\begin{equation}
p_-(\infty)=\frac{e^{-x}-\frac13(e^x+1+e^{-x})}{2+2\cosh x}.
\end{equation}
At $x=1$ this is $-0.195$. That value lies outside the high-temperature regime and is a stress case for the equation, not a prediction for a liquid.

\section{When the populations turn negative}

Random fields act differently on the two spins and let the singlet leak. Each spin has $|\langle T_-|I_{j-}/\sqrt2|S\rangle|^2=\frac14$, so two spins give the rate $2B^2J(\omega_0)\times2\times\frac14=B^2J(\omega_0)$ from $S$ to $T_-$. The rate to $T_+$ is the same, and that to $T_0$ is $B^2J(0)$. If the triplet levels are nearly equally filled, each holds $(1-p_S)/3$, and
\begin{align}
\dot p_S&=-B^2[J(0)+2J(\omega_0)]\left(p_S-\tfrac{1-p_S}{3}\right)=-\frac{p_S-\frac14}{T_S},\\
\frac1{T_S}&=\tfrac43B^2[J(0)+2J(\omega_0)].
\end{align}

The random fields relax each spin's polarization at $1/T_{1{\rm r}}=2B^2J(\omega_0)$, so $\Gamma I_z=-I_z/T_1$ with $1/T_1=1/T_{1{\rm d}}+1/T_{1{\rm r}}$. The added term is then $-\Gamma\rho_{\rm eq}\simeq xI_z/(4T_1)$. Starting from the singlet, (\ref{hand}) gives
\begin{equation}
\dot p_-(0)=B^2J(\omega_0)-\frac{x}{4T_1}+O(x^2).
\end{equation}
The population turns negative at once if the leak is slower than $x/(4T_1)$. For $\omega_0\tau\ll1$ (here 0.054), $1/T_S\simeq4B^2J(\omega_0)$, and the condition becomes $T_S>T_1/x$. For the model pair the threshold is $T_S=5.5\times10^4$~s, about 15~hours.

\section{Positive states with the wrong magnetization}

Leakage faster than this threshold does not rescue the manuscript's conclusion as long as the dipolar mechanism still dominates $1/T_1$. Expanding the thermalized dipolar rates to first order in $x$,
\begin{align}
\dot P_{\rm d}={}&-W_1P+\tfrac x2W_1(p_++2p_0+p_-)\nonumber\\
&-2W_2P+2xW_2(p_++p_-).
\end{align}
With each triplet population in the source terms replaced by $(1-p_S)/3$, and $P_{\rm eq}\simeq x/2$, this becomes
\begin{equation}
\dot P_{\rm d}=-\frac{P}{T_{1{\rm d}}}+\frac43(1-p_S)\frac{P_{\rm eq}}{T_{1{\rm d}}}.
\end{equation}
The random fields act on each spin separately, so the single-spin result applies to leading order: $\dot P_{\rm r}=-(P-P_{\rm eq})/T_{1{\rm r}}$. Equation (\ref{hand}) replaces $\frac43(1-p_S)$ by 1, as if the triplet already held three quarters of the population.

From a pure singlet, $\frac43(1-p_S)=1-e^{-t/T_S}$. Setting $y=P/P_{\rm eq}$ and adding both mechanisms,
\begin{equation}
\dot y=\frac{1-y}{T_1}-\frac{e^{-t/T_S}}{T_{1{\rm d}}},\qquad y(0)=0.
\end{equation}
Multiplying by $e^{t/T_1}$ and integrating gives
\begin{equation}
y=1-e^{-t/T_1}-\frac{e^{-t/T_S}-e^{-t/T_1}}{T_{1{\rm d}}(1/T_1-1/T_S)}. \label{growth}
\end{equation}
The initial slope is $1/T_{1{\rm r}}$, since the dipolar source starts from an empty triplet. For $T_S\gg T_1$ and $t\gg T_1$, the approach to equilibrium follows $e^{-t/T_S}$.

With $B=1.5\times10^4$~rad/s, the times are $T_1=3.66$~s, $T_{1{\rm r}}=111$~s and $T_S=55.7$~s. At $t=5T_1=18.3$~s the exponentials are 0.720 and 0.007, and the prefactor $1/[T_{1{\rm d}}(1/T_1-1/T_S)]$ is 1.035. Thus $y=1-0.007-1.035\times0.713=0.255$. The values of $P/P_{\rm eq}$ from the full evolution are:
\begin{center}
\begin{tabular}{lcc}
time & Eq.~(\ref{hand}) & Eq.~(\ref{lind})\\
$T_1$ & 0.632 & 0.044\\
$5T_1$ & 0.993 & 0.255\\
$T_S$ & 1.000 & 0.619\\
$3T_S$ & 1.000 & 0.948
\end{tabular}
\end{center}
At these times both density matrices are positive, so a positivity check would not reveal the error. Formula (\ref{growth}) agrees with the full thermalized evolution within the tested tolerance of $2\times10^{-3}$ in $P/P_{\rm eq}$. It relies on equal filling of the triplet levels, which holds here because $\omega_0\tau\ll1$. With the same $b$ and $B$ but slower motion it deviates by up to 0.01 at $\omega_0\tau=1$ and 0.1 at $\omega_0\tau=5$.

\section{Requested revision}

Equation (\ref{hand}) should be replaced by (\ref{lind}) for the singlet experiment, and the predicted growth time reconsidered. It may stay for states within order $x$ of the fully mixed state, including the inverted one. Weak polarization alone is not enough: the singlet has $P=0$, and by linearity a mixture of 5\% singlet with 95\% fully mixed state reaches $P/P_{\rm eq}=0.956$ at $5T_1$ instead of 0.993.

The replacement has its own conditions: weak coupling, a lattice that stays in equilibrium, $\tau$ short compared with the relaxation times, and, for the coefficients $k_m$ given here, isotropic motion. Cross terms between different $m$ vanish for isotropic motion; otherwise they oscillate at multiples of $\omega_0$ and average out when $\omega_0$ is large compared with the relaxation rates. Its Lindblad form guarantees positivity, but not that $b$, $B$ or the single correlation time describe a given liquid. A scalar coupling or a shift difference adds its own commutator to the equation of motion. If its frequency is small compared with both $\omega_0$ and $1/\tau$, it changes neither the thermal factors nor the motion within one correlation time appreciably, and the jump operators above can be kept. The growth law (\ref{growth}) is not kept, because a shift difference mixes $S$ with $T_0$: for the model pair a difference of 1~Hz raises $P/P_{\rm eq}$ at $5T_1$ from 0.255 to 0.856 without scalar coupling, and to 0.264 with a scalar coupling of 10~Hz. Jump operators built from the eigenstates of the full $H_0$, with cross terms between different frequencies dropped, require in addition that the splittings be large compared with the relaxation rates.

The numerical output includes one further check at $x=1$ and $t=T_1$. It uses the Choi matrix, which has no negative eigenvalue if and only if a linear map is completely positive. The lowest eigenvalue is $-0.113$ for (\ref{hand}), with its source multiplied by ${\rm tr}\,\rho$ to make the map linear. It is positive for both (\ref{lind}) and the bare $\Gamma$, which again places the fault in the added term.

\section*{Numbers as computed}
\begin{verbatim}
proton separation = 0.20 nm
field = 10.0 T, temperature = 300 K
correlation time tau = 20.0 ps
omega0/2pi = 425.77 MHz
omega0*tau = 0.0535
x = hbar omega0/kT = 6.8113e-05
dipolar coupling b = -9.4342e+04 rad/s
b/2pi = -15.015 kHz
random field B = 1.50e+04 rad/s
equilibrium P_eq = 3.4057e-05
T1d (dipolar only) = 3.782 s
T1r (random fields only) = 111.43 s
T1 (both) = 3.657 s
T_S (singlet lifetime) = 55.66 s
Redfield generator, relative error = 1.1e-15
Explicit lattice, dipolar coupling, population kept:
  singlet 1.000000, T0 0.531487
Dipolar only, repaired equation, start in singlet:
  t =  0.5 T1d: p(T-) = -6.7001e-06
  t =  1.0 T1d: p(T-) = -1.0764e-05
  t =  3.0 T1d: p(T-) = -1.6180e-05
  t = 10.0 T1d: p(T-) = -1.7027e-05
  limit of p(T-) at this x = -1.7028e-05
  limit of p(T-) at x = 1 = -0.1955
Threshold for immediately negative p(T-):
  B = 475.2 rad/s
  leak rate S to T- = 4.503e-06 1/s
  T_S = 5.546e+04 s = 15.41 h
  estimate T1/x = 5.552e+04 s
Both mechanisms, P/P_eq from singlet:
  time, t/s, p_S, repaired, Lindblad, closed formula
  1 T1: 3.66 0.9523 0.6321 0.0436 0.0436
  3 T1: 10.97 0.8658 0.9502 0.1517 0.1518
  5 T1: 18.29 0.7900 0.9933 0.2549 0.2549
  1 T_S: 55.66 0.5259 1.0000 0.6191 0.6192
  3 T_S: 166.98 0.2873 1.0000 0.9485 0.9485
Inverted control, max error / P_eq = 3.48e-06
Lowest Choi eigenvalue at x = 1, t = T1:
  repaired -0.1130
  Lindblad 2.52e-03
  bare Redfield 4.58e-03
\end{verbatim}
